Pseudo-Hydrogen Charges for Cut Gallium and Arsenic Bonds

**Problem**

A cluster is cut from a zinc-blende crystal of gallium and arsenic. Inside the crystal every atom has four neighbours of the other kind, and each bond holds two electrons. Gallium (the cation, index c) has 3 valence electrons, arsenic (the anion, index a) has 5. Each cut bond is to be closed by a pseudo-hydrogen: an atom with one s orbital, a core of charge +Z and Z electrons, where Z need not be an integer. Z may depend on the kind of host atom, but not on the cluster.

(a) Find Z for a cut bond on gallium and for one on arsenic by counting the electrons of one bond.

(b) Count the electrons of a whole cluster. Do the charges of part (a) fill its bonds, and are they the only ones that do? What happens with ordinary hydrogen?

(c) In a tight-binding model, find the energy of a dangling hybrid and the levels that form when it couples to a pseudo-hydrogen.

(d) Use the numerical output for a 35-atom cluster to decide whether the gap is cleared, and whether the coupling or the charge clears it.

The model has one s and three p orbitals per atom, all orthogonal, with coupling between nearest neighbours. Its parameters, in hartree, are round values and not a fit to gallium arsenide:

E_s = −0.10 (cation), −0.30 (anion)
E_p = 0.14 (cation), 0.04 (anion)
ssσ = −0.06, spσ = 0.08, ppσ = 0.11, ppπ = −0.03

Only the valences 3 and 5 are specific to the two elements. Self-consistency, relaxation of the atoms and coupling between pseudo-hydrogens are left out.

**Hints**

1. Share the valence electrons of an atom equally among its four bonds. What must the missing partner bring?

2. Count the bond ends on the cations and on the anions separately. An intact bond has one end on each kind; a cut bond has one end on its host.

3. One cluster gives one equation for two unknown charges.

4. Write the dangling hybrid as a sum of s and p. The unit vectors u_i along two different tetrahedral bonds satisfy u_i·u_j = −1/3.

5. Whether a level lies in the gap and whether it is occupied are separate questions.

**Solution**

**(a) One bond**

An atom with v valence electrons contributes v/4 to each of its four bonds. A closed bond needs two electrons, so the pseudo-hydrogen must bring

Z = 2 − v/4.

For the two hosts this gives

Z_c = 2 − 3/4 = 5/4 = 1.25 on gallium,
Z_a = 2 − 5/4 = 3/4 = 0.75 on arsenic.

The core charge equals the number of electrons brought, so the added atom is neutral and the cluster stays neutral. Because 3 + 5 = 8, we can also write Z_c = (8 − 3)/4 = 5/4 and Z_a = (8 − 5)/4 = 3/4. Each pseudo-hydrogen stands for one quarter of the missing neighbour: a quarter of an arsenic atom on gallium, a quarter of a gallium atom on arsenic.

Equal sharing is bookkeeping. It does not say that the electrons sit midway along the bond; a polar bond holds more of its charge on the anion. Part (b) shows that the charges follow from total electron numbers as well.

**(b) The whole cluster**

Let n_c and n_a be the numbers of cations and anions, d_c and d_a the numbers of cut bonds on them, and B the number of intact bonds. Counting bond ends on each kind of atom gives

4n_c = B + d_c,
4n_a = B + d_a.

The atoms and pseudo-hydrogens together supply

N = 3n_c + 5n_a + Z_c d_c + Z_a d_a.

Insert n_c = (B + d_c)/4 and n_a = (B + d_a)/4:

N = (3/4 + 5/4)B + (3/4 + Z_c)d_c + (5/4 + Z_a)d_a.

There are B + d_c + d_a bonds after closure, and two electrons in each require

N_needed = 2B + 2d_c + 2d_a.

The terms in B cancel in the difference, which leaves the excess

N − N_needed = (Z_c − 5/4)d_c + (Z_a − 3/4)d_a.

The charges of part (a) make both brackets vanish, so the bonds are filled for any d_c and d_a.

For uniqueness, suppose the excess vanishes in two clusters whose ratios d_c/d_a differ. The two linear equations for the brackets then have a nonzero determinant, and both brackets must be zero. A single cluster is not enough, since a positive bracket could compensate a negative one.

Ordinary hydrogen has Z = 1 on both hosts. Its excess is

(1 − 5/4)d_c + (1 − 3/4)d_a = (d_a − d_c)/4.

Subtracting the two bond-end equations gives d_a − d_c = 4(n_a − n_c), hence

excess with Z = 1: n_a − n_c.

In a stoichiometric cluster, with n_a = n_c, ordinary hydrogen therefore gives the right total. The single bonds are still miscounted: a closed bond on gallium receives 3/4 + 1 = 7/4 electrons, one quarter too few, and one on arsenic 5/4 + 1 = 9/4, one quarter too many. A correct total does not establish a correct charge at each surface site.

**(c) The dangling hybrid and its partner**

Let u_i be the unit vector along bond i of an atom. The hybrid pointing along it is

h_i = (s + √3 p·u_i)/2.

On one atom the Hamiltonian is diagonal in s and p. The s part of h_i has weight 1/4 and the p part 3/4, so

e_h = (E_s + 3E_p)/4.

For two different hybrids of the same atom, the p term carries the factor u_i·u_j = −1/3:

⟨h_i|H|h_j⟩ = E_s/4 + (3/4)(−1/3)E_p = (E_s − E_p)/4.

The numbers are

cation: e_h = (−0.10 + 0.42)/4 = 0.080, same-atom coupling (−0.10 − 0.14)/4 = −0.060,
anion: e_h = (−0.30 + 0.12)/4 = −0.045, same-atom coupling (−0.30 − 0.04)/4 = −0.085,

all in hartree. Since the same-atom coupling is not zero, a dangling hybrid is not an eigenstate of the cluster.

Next comes the coupling V of the two hybrids that face each other in a bond. Let u point from cation to anion. The cation hybrid is (s_c + √3 p_c·u)/2 and the anion hybrid, which points back, is (s_a − √3 p_a·u)/2. With p orbitals oriented along +u on both atoms, the elements are

⟨s_c|H|s_a⟩ = ssσ,
⟨s_c|H|p_a·u⟩ = spσ,
⟨p_c·u|H|s_a⟩ = −spσ,
⟨p_c·u|H|p_a·u⟩ = ppσ.

The third sign is reversed because the other lobe of the p orbital now faces the s orbital. Multiplying out the hybrids gives

V = (ssσ − √3 spσ − √3 spσ − 3 ppσ)/4
= (−0.060 − 0.277 − 0.330)/4
= −0.167 hartree.

The ppπ element couples p orbitals perpendicular to the bond. It is absent from V but present in the full cluster.

Let the pseudo-hydrogen have level e_H and coupling V to the dangling hybrid. If this pair is isolated from the rest, its energies e satisfy

(e_h − e)(e_H − e) − V² = 0.

Expanding gives e² − (e_h + e_H)e + e_h e_H − V² = 0. Since (e_h + e_H)²/4 − e_h e_H = (e_h − e_H)²/4, the roots are

e± = (e_h + e_H)/2 ± √[((e_h − e_H)/2)² + V²].

For V → 0 they return to e_h and e_H, and the dangling level is back. For |V| much larger than |e_h − e_H| they lie near the mean energy plus and minus |V|. One orbital has been added, and the pair has one bonding and one antibonding level.

The model choice here is to give the pseudo-hydrogen the level and coupling of the missing neighbour's hybrid: e_H = −0.045 on a cation, 0.080 on an anion, with V = −0.167 hartree. Only the coupling along the cut bond is kept; the neighbour's hybrid would also couple to the other three hybrids of the host, by −0.011 hartree each. In both cases the mean is 0.0175 and half the difference is 0.0625 in magnitude, so

e± = 0.0175 ± √(0.0625² + 0.1668²) = 0.0175 ± 0.1781,
e− = −0.161 hartree, e+ = 0.196 hartree.

The charge Z does not appear in these formulas. In a real calculation the core potential depends on Z, so the charge also shifts e_H; here the two are set separately, which lets us examine them separately.

**(d) Reading the cluster calculation**

We first need the bulk gap. At zero Bloch vector the contributions of the four neighbours add without phases. The s–p terms cancel because the four vectors u_i sum to zero. The s orbitals couple by 4 ssσ = −0.24, and the s levels are

−0.20 ± √(0.10² + 0.24²) = −0.20 ± 0.26, that is −0.46 and 0.06 hartree.

For p orbitals along the same axis, the squared component of u averages 1/3, so the coupling is

4[(ppσ − ppπ)/3 + ppπ] = 4(0.0467 − 0.03) = 0.0667 hartree.

Different axes do not couple, because the products of different components sum to zero over the four bonds. The p levels, each threefold, are

0.09 ± √(0.05² + 0.0667²) = 0.09 ± 0.0833, that is 0.0067 and 0.173 hartree.

The eight electrons of a unit cell fill the lowest four levels: −0.46 and the three at 0.0067. The gap at this Bloch vector runs from 0.0067 to 0.0600 hartree. The band edges found on a mesh of Bloch vectors agree with these values to the printed digits, so the bulk gap in the model is 0.0533 hartree.

Neither pure hybrid energy lies in this window: 0.080 is above it and −0.045 below it. The hybrid energy alone therefore cannot decide whether the surface produces gap states. The same-atom couplings and the back bonds matter, and the whole cluster must be diagonalized.

*The bare cluster.* The main cluster is centred on a cation and has n_c = 19, n_a = 16, d_c = 24, d_a = 12 and B = 52. The bond-end counts hold: 4·19 = 52 + 24 and 4·16 = 52 + 12. Its 140 orbitals give 16 levels inside the bulk gap. It has 3·19 + 5·16 = 137 electrons. Filling the levels in order puts two electrons in each of the lowest 68 and leaves one for levels 69 and 70, which are degenerate at 0.039 hartree. The bare cluster has an open shell, with its last electron in the bulk gap.

*The passivated cluster.* With 36 pseudo-hydrogens there are 176 orbitals and no level in the bulk gap. Below the gap lie 88 levels, which equals the number of bonds, 52 + 36. The highest of them is at −0.045 hartree and the next level is at 0.080 hartree. The gap of the passivated cluster is 0.126 hartree, or 3.42 eV.

This is wider than the bulk gap. In the larger, 87-atom cluster the levels are −0.029 and 0.079 hartree, a gap of 0.108 hartree. The narrowing is what confinement would give, but two sizes do not establish a law.

*How many states were removed?* Viewed through the wider gap of the passivated cluster, the bare cluster has 22 states inside, from −0.033 to 0.049 hartree. Sixteen are in the bulk gap, so the other six lie below the bulk valence top.

There is an upper bound on this number. Let λ_j be the levels of the passivated cluster and μ_j those of the bare one, in rising order. The bare Hamiltonian is the passivated one restricted to 140 of its 176 orbitals. By the variational principle, level j is the minimum, over all j-dimensional subspaces, of the highest energy expectation value in the subspace. Restricting the orbitals removes candidates and cannot lower the minimum, so μ_j ≥ λ_j. The same argument for −H, counting from the top, gives μ_j ≤ λ_{j+36}. A bare level strictly between λ_88 and λ_89 must therefore have j + 36 > 88 and j < 89, or 53 ≤ j ≤ 88. At most 36 levels qualify, one per cut bond. The calculation finds 22; the bound is not a prediction of the number.

The 22 states have a mean weight of 0.664 on the dangling hybrids, against 0.181 for the other 118. These values are consistent with the total weight of 36 hybrids:

22·0.664 + 118·0.181 ≈ 14.6 + 21.4 = 36.0.

On average these 22 states are thus mainly, but not purely, dangling hybrids; the mean does not fix the weight of each single state.

*Coupling.* Keep the pseudo-hydrogen levels fixed and multiply V by a factor. The number of states in the bulk gap is then

factor 0: 16
factor 0.25: 13
factor 0.50: 1
factor 0.75: 0
factor 1: 0

At factor 0 the pseudo-hydrogens are present, but the gap is as crowded as in the bare cluster. In this model, where the levels do not depend on Z, it is the coupling that clears the gap. With these levels held fixed, an added orbital that couples too weakly fails to do so, and changing the number of electrons it brings does not help.

*Charge.* The 88 levels below the gap hold 176 electrons. The charges of part (a) supply

137 + 24·1.25 + 12·0.75 = 137 + 30 + 9 = 176,

which is a closed shell. Ordinary hydrogen supplies 137 + 36 = 173, three too few, in agreement with n_a − n_c = 16 − 19 = −3. Interchanging the charges supplies 137 + 18 + 15 = 170, six too few. In both cases only the number of electrons has been changed, while the levels e_H and the coupling V are kept. The gap of the model therefore remains empty of states by construction, but the levels below it are incompletely filled. This says nothing about the spectrum with real hydrogen, which has its own level and coupling; a level far from the hybrid energies can bring states back into the gap (see Variation 2).

The charges can also be recovered without assuming equal sharing. The anion-centred partner cluster has 143 atomic electrons, d_c = 12, d_a = 24, and again 88 levels below the gap. Requiring 176 electrons in each cluster gives

24Z_c + 12Z_a = 176 − 137 = 39,
12Z_c + 24Z_a = 176 − 143 = 33.

The sum of the equations gives Z_c + Z_a = 72/36 = 2. Their difference gives Z_c − Z_a = 6/12 = 1/2. Hence Z_c = 1.25 and Z_a = 0.75. The level counts here come from diagonalization, not from the count of bonds.

The stoichiometric cluster, centred on a bond, shows why a second equation is needed. It has 128 atomic electrons, 21 cut bonds of each kind and 85 levels below the gap. The condition is 21(Z_c + Z_a) = 170 − 128 = 42, which fixes only Z_c + Z_a = 2. Ordinary hydrogen satisfies it too.

The counting presupposes four two-electron bonds per atom and one pseudo-hydrogen per cut bond. If surface atoms form new bonds with each other, or a site is left open, the bonds must be counted again. The model also leaves out the electrostatic effect of a wrong charge, so it cannot say how far the quarter-electron errors of ordinary hydrogen would shift the levels of a real surface.

**Variation 1: valences 2 and 6**

Replace the cations by atoms with two valence electrons and the anions by atoms with six, keeping the tetrahedral bonds. What are the charges, and what is the excess with ordinary hydrogen?

The one-bond count gives

Z_c = 2 − 2/4 = 3/2,
Z_a = 2 − 6/4 = 1/2.

With Z = 1 the excess is

(1 − 3/2)d_c + (1 − 1/2)d_a = (d_a − d_c)/2 = 2(n_a − n_c),

twice the value for valences 3 and 5. In the opposite limit, valence 4 on both sites, Z = 2 − 4/4 = 1 and ordinary hydrogen is the correct choice for each bond.

**Variation 2: one level for all pseudo-hydrogens**

Give every pseudo-hydrogen the same level, e_H = 0.0175 hartree, midway between the two hybrid energies, and keep V. Is the gap still cleared?

For an isolated pair, half the level difference is now 0.0313 hartree in magnitude on both hosts, and the root is √(0.0313² + 0.1668²) = 0.170. The mean energies are 0.049 on a cation and −0.014 on an anion, so

cation: e− = −0.121, e+ = 0.218 hartree,
anion: e− = −0.183, e+ = 0.156 hartree.

Each pair still has one level well below the bulk gap and one well above it. Diagonalizing the 35-atom cluster confirms this: the bulk gap is empty, 88 levels lie below it, and the cluster's gap is 0.1241 hartree instead of 0.1256, smaller by about 1 per cent of the latter. Exact matching of e_H to the missing neighbour is therefore not required to clear the gap. Only this one shifted level was tested, and |e_h − e_H| is still well below |V|. For |e_h − e_H| much larger than |V|, the formula of part (c) returns one level to near e_h, as for weak coupling. As the number of levels below the gap is unchanged, so is the required number of electrons, and the charges 1.25 and 0.75 still give a closed shell.

Table of computed values

```
E_s cation, anion: -0.10, -0.30 hartree
E_p cation, anion: 0.14, 0.04 hartree
ss-sigma, sp-sigma: -0.06, 0.08 hartree
pp-sigma, pp-pi: 0.11, -0.03 hartree
bulk valence top: 0.0067 hartree
bulk conduction bottom: 0.0600 hartree
bulk gap: 0.0533 hartree
hybrid energy cation, anion: 0.0800, -0.0450 hartree
same-atom hybrid coupling cation, anion: -0.0600, -0.0850 hartree
bond coupling V: -0.1668 hartree
pseudo-H level on cation, on anion: -0.0450, 0.0800 hartree
isolated bond levels: -0.1606, 0.1956 hartree
charges from level counts: on cation 1.2500, on anion 0.7500 e
cation-centred: n_c=19 n_a=16 d_c=24 d_a=12 intact bonds=52
  levels below gap 88, highest -0.0452, next 0.0804 hartree
  electrons: atoms 137, with 1.25/0.75 176, with Z=1 173
anion-centred: n_c=16 n_a=19 d_c=12 d_a=24 intact bonds=52
  levels below gap 88, highest -0.0439, next 0.0838 hartree
  electrons: atoms 143, with 1.25/0.75 176, with Z=1 179
larger: n_c=43 n_a=44 d_c=36 d_a=40 intact bonds=136
  levels below gap 212, highest -0.0291, next 0.0787 hartree
  electrons: atoms 349, with 1.25/0.75 424, with Z=1 425
bond-centred: n_c=16 n_a=16 d_c=21 d_a=21 intact bonds=43
  levels below gap 85, highest -0.0455, next 0.0843 hartree
  electrons: atoms 128, with 1.25/0.75 170, with Z=1 170
main cluster = cation-centred
electrons with interchanged charges: 170
bare: states in bulk gap: 16
bare: states in passivated cluster's gap: 22 (upper bound 36)
bare: lowest, highest of these: -0.0332, 0.0485 hartree
bare: mean dangling weight of these: 0.664
bare: mean dangling weight of others: 0.181
bare: singly occupied level number 69 at 0.0394 hartree
passivated gap: 0.1256 hartree = 3.42 eV
coupling 0.00 V: states in bulk gap 16
coupling 0.25 V: states in bulk gap 13
coupling 0.50 V: states in bulk gap 1
coupling 0.75 V: states in bulk gap 0
coupling 1.00 V: states in bulk gap 0
control, common pseudo-H level 0.0175 hartree: gap 0.1241 hartree
```
